Mean thickness and apparent nucleation delay of random hemispherical islands

When atomic layer deposition starts with separate islands, a calculation of film thickness against cycle number must decide how to treat the first cycles. One choice is to subtract a fixed number of lost cycles and let the film grow at its steady rate afterwards. The other is to follow the islands until they have merged. For islands that all start together at random places, the second choice has a closed result, and it shows that no fixed number of lost cycles describes the whole curve. The thickness first falls behind that of a uniform film and later catches up.

**The model and its growth law**

The substrate is flat, infinite and inert. Island centres form a Poisson process of density n: the number of centres in a region of area A has a Poisson distribution with mean nA, and numbers in separate regions are independent. All islands start at the same moment with negligible size. Each cycle adds a layer of thickness g along the normal of all exposed film, and nothing grows on bare substrate. Surface diffusion, facets and later nucleation are left out.

The formulas hold in any single unit of length. Numerical values are in angstrom, and a few are repeated in bohr, the atomic unit. The problem is geometrical, so no energy enters.

After one cycle the film contains every point above the substrate that lies within g of the old film. Take a hemisphere of radius r and a point outside it at distance R from its centre. The straight line from the centre to that point stays above the substrate and leaves the hemisphere at distance r, so the point is R − r from the film. It is included when R ≤ r + g. The hemisphere has therefore become one of radius r + g.

Overlap does not change this. A point lies within g of a union of islands when it lies within g of at least one of them. Growing the union thus gives the same film as growing each island alone and then taking the union. Starting from zero radius, after N cycles

r = gN.   (1)

**From random centres to a mean height**

Let dᵢ be the horizontal distance from a chosen substrate point to centre i. Island i covers the point if dᵢ < r, and its surface there has height √(r² − dᵢ²). Each hemisphere fills the column from the substrate up to its surface, so the union has no overhangs. The film height H at the point is the largest of these heights, or zero if no island covers the point. The mean thickness h, defined as film volume per substrate area, is the mean of H.

For 0 ≤ z < r, the condition H > z means that some centre satisfies r² − dᵢ² > z². Such a centre lies inside a circle of radius √(r² − z²) and area π(r² − z²). The Poisson probability that this circle is empty is exp[−πn(r² − z²)]. With

a = √(πn),   (2)

the probability that the height exceeds z is

P(H > z) = 1 − exp[−a²(r² − z²)].   (3)

At z = 0 this is the covered fraction of the substrate,

θ = 1 − exp(−a²r²).   (4)

The mean of a non-negative quantity is the integral of its tail probability, because H = ∫₀^H dz and averaging gives each height z the weight P(H > z). No height exceeds r, so

h = ∫₀^r {1 − exp[−a²(r² − z²)]} dz
  = r − exp(−a²r²) ∫₀^r exp(a²z²) dz.   (5)

Substitute t = az, with dz = dt/a and upper limit ar. The integral becomes (1/a)∫₀^{ar} exp(t²) dt. Dawson's function is

D(x) = exp(−x²) ∫₀^x exp(t²) dt,   (6)

and therefore

h(r) = r − D(ar)/a.   (7)

A uniform film started at the same moment would have thickness r. The term D(ar)/a is thus the lag of the island film behind the uniform one. The length 1/a sets the scale: curves for different densities coincide when both h and r are measured in units of 1/a.

**Growth rate and exposed area**

Differentiating equation (6) by the product rule gives −2x exp(−x²)∫₀^x exp(t²) dt from the first factor and exp(−x²)exp(x²) = 1 from the second. Hence

D′(x) = 1 − 2xD(x).   (8)

In equation (7) the factor a from the chain rule cancels 1/a, so

dh/dr = 1 − D′(ar) = 2ar D(ar).   (9)

The same quantity follows from the film surface. A thin layer dr deposited along the normal has a volume equal to the exposed area times dr, so dh/dr must be the exposed film area per substrate area. On one hemisphere, the band between heights z and z + dz has circumference 2π√(r² − z²) and slant width r dz/√(r² − z²). Its area is 2πr dz at every height.

A point of this band is buried if another centre lies within horizontal distance √(r² − z²) of it. In a Poisson process, fixing one centre leaves the others with the same density n and the same independence. The band is therefore exposed with probability exp[−a²(r² − z²)]. Summing over n islands per unit area,

S = 2πnr ∫₀^r exp[−a²(r² − z²)] dz
  = 2a²r · D(ar)/a = 2ar D(ar).   (10)

The second line uses 2πn = 2a² and the integral already found in equation (5). Growth per cycle is g times S when g is small compared with both r and 1/a. It can exceed g because a rough film offers more area than the substrate beneath it.

**Early growth**

For small x, D is odd and starts as x. Insert D = x + c₃x³ + c₅x⁵ + … into equation (8):

1 + 3c₃x² + 5c₅x⁴ + … = 1 − 2x² − 2c₃x⁴ − ….

Equal powers give c₃ = −2/3 and c₅ = −2c₃/5 = 4/15. Equation (7) then becomes

h = (2/3)a²r³ − (4/15)a⁴r⁵ + …   (11)

The linear terms have cancelled. Since a² = πn, the first term is n(2π/3)r³, the volume of separate hemispheres. The second is proportional to n² and is the leading loss of volume by overlap. Relative to the first term it is (2/5)a²r², so the separate-island formula needs a²r² ≪ 1, which by equation (4) means low coverage.

**Late growth**

For large x, put t = x − s in equation (6). Then t² − x² = −2xs + s², and

D(x) = ∫₀^x exp(−2xs + s²) ds.

The integrand is concentrated at s of order 1/x, where s² is small. Expanding exp(s²) = 1 + s² + … and extending the upper limit to infinity term by term, which costs an exponentially small amount in each term and yields an asymptotic rather than a convergent series, gives 1/(2x) + 2/(2x)³ + …. The lag is therefore

r − h = 1/(2a²r) + 1/(4a⁴r³) + ….   (12)

It tends to zero. The reason is visible in the geometry. Let d be the distance from a substrate point to its nearest centre. Once r is much larger than d, the local height is

√(r² − d²) = r − d²/(2r) − ….

The surface consists of shallow caps, and its mean lag is ⟨d²⟩/(2r) to leading order. The probability that d exceeds s is exp(−a²s²), so

⟨d²⟩ = ∫₀^∞ 2s exp(−a²s²) ds = 1/a² = 1/(πn),   (13)

which reproduces the first term of equation (12). The grooves between islands fill because growth from both sides closes them, and the film forgets its slow start.

**Where the lag and the growth rate peak**

The lag is stationary where D′ = 0. By equation (8) this is

2xD(x) = 1,  x = ar.   (14)

Differentiating equation (8) gives D″ = −2D − 2xD′, which is −2D < 0 at such a point. Every stationary point is a maximum, and two maxima would need a minimum between them, so there is at most one. There is at least one because D is positive for x > 0 and vanishes both at x = 0 and as x grows without limit. Numerically x = 0.924. The greatest lag is D/a = 1/(2ax). By equation (9), this is also where growth per cycle passes its steady value g.

The growth rate is stationary where the derivative of 2xD vanishes:

2D + 2x(1 − 2xD) = 0,  so  D(x) = x/(2x² − 1).   (15)

To see that this happens once, note first that the derivative equals 2[x − (2x² − 1)D], which is positive for 0 < x ≤ 1/√2. For larger x define G = D − x/(2x² − 1); the derivative is then −2(2x² − 1)G. Differentiation gives

G′ = 1 − 2xD + (2x² + 1)/(2x² − 1)².

At a zero of G, 1 − 2xD = −1/(2x² − 1), so G′ = 2/(2x² − 1)² > 0. Thus G can cross zero only upwards, and only once. It does cross: it tends to −∞ just above 1/√2, while 2xD must at some point stop rising, since it exceeds 1 beyond the lag peak and returns to 1 at large x. The root is xₘ = 1.502. Inserting equation (15) in equation (9), the greatest growth rate is

(dh/dr)ₘ = 2xₘ²/(2xₘ² − 1) = 1.285.   (16)

This ratio to steady growth does not depend on the island density. It does depend on how the islands are placed and when they start: it is π/2 = 1.57 for a square lattice and about 1.33 for the continuing nucleation treated at the end.

**The delay read from a straight line**

A tangent to the thickness curve at radius r meets h = 0 at

r₀ = r − h/h′,   (17)

where primes on h denote derivatives with respect to r. This intercept is what a straight-line fit over a short range reports as a delay, expressed as a growth length. It depends on the range, because

dr₀/dr = 1 − (h′² − hh″)/h′² = hh″/h′².   (18)

The intercept rises while growth accelerates and falls when growth slows. Its maximum is at the steepest point, xₘ. There, equations (7) and (15) give

ah = xₘ − xₘ/(2xₘ² − 1) = 2xₘ(xₘ² − 1)/(2xₘ² − 1).

Dividing by equation (16) leaves ah/h′ = (xₘ² − 1)/xₘ = xₘ − 1/xₘ, and equation (17) becomes

r₀,ₘ = 1/(axₘ),  N₀,ₘ = 1/(axₘg).   (19)

At late times, h ≈ r − 1/(2a²r) and h′ ≈ 1 + 1/(2a²r²). To leading order h/h′ ≈ r − 1/(a²r), so r₀ ≈ 1/(a²r). Beyond the steepest point, a fit to thicker films gives a shorter delay, tending to zero.

Equation (19) can be inverted to estimate the density from the steepest tangent:

n = 1/(πxₘ²r₀,ₘ²).   (20)

A small relative error in the delay doubles in the density. The estimate also requires that the islands really began at cycle zero. If they began after N_d cycles, r = g(N − N_d), and the whole curve moves by N_d. That shift survives at late times and must be removed before equation (20) is used. A finite starting radius shifts the curve the other way. The estimate further needs the true steady g, a fit confined to the steepest part, and random centres. With the values of the example below, a starting radius of 5 Å makes n 33 per cent too high, a line fitted over cycles 100 to 250 makes it 12 per cent too high, taking g from the slope between 300 and 400 cycles makes it 12 per cent too low, and centres on a square lattice make it 27 per cent too high.

**A worked example**

Take the round model values n = 1.0 × 10⁻⁴ Å⁻² and g = 0.50 Å per cycle. Then a = 0.017725 Å⁻¹ and 1/a = 56.42 Å. After 100 cycles r = 0.50 × 100 = 50 Å. The lag D(ar)/a is 30.48 Å, so

h = 50.00 − 30.48 = 19.52 Å = 36.89 bohr.

The covered fraction is 0.544. The greatest lag comes shortly afterwards, at 104 cycles, and is

56.42/(2 × 0.92414) = 30.5 Å.

By equation (4) the coverage is then 1 − exp(−0.924²) = 0.57. Growth has reached its steady rate while 43 per cent of the substrate is still bare, because the curved islands supply the missing area.

Growth is fastest at 169 cycles, at 1.285 × 0.50 = 0.642 Å per cycle. The tangent there gives

r₀,ₘ = 56.42/1.50198 = 37.56 Å = 70.98 bohr,
N₀,ₘ = 37.56/0.50 = 75.1 cycles.

Two simple uses of this delay fail in opposite directions. At 400 cycles the model thickness is 191.7 Å. Subtracting 75.1 cycles and growing at the steady rate gives 0.50 × 324.9 = 162.4 Å, which is 29 Å too little. Extending the tangent gives 0.6424 × 324.9 = 208.7 Å, which is 17 Å too much. The first fixes the lag at 37.6 Å, more than the film's greatest lag of 30.5 Å and far more than the 8.3 Å left at 400 cycles; the second takes a temporary growth rate for the steady one. After 2000 cycles the true lag in this model is 1.59 Å, about three cycles of growth.

These formulas were tested against random islands in periodic boxes, with the height found as a direct maximum over all islands and the exposed area from points placed on the hemispheres. At 100 cycles the simulated thickness is 19.66 ± 0.09 Å, where the uncertainty is one standard error, against 19.52 Å from equation (7). The exposed area per substrate area is 0.962 ± 0.004 against 0.958. All simulated averages agree with the formulas within the required four standard errors. A separate thickness curve, integrated cycle by cycle from equation (3), gives the same 75.13-cycle delay as equation (19).

**What changes when the islands are not random**

The Poisson assumption enters through the empty-circle probability. Place the same density on a square lattice of spacing b = 1/√n = 100 Å. At r = 50 Å neighbouring islands just touch, and no volume has been lost to overlap:

h = (2π/3) × 10⁻⁴ × 50³ = 26.18 Å.

The random film has 19.52 Å at the same radius, 25 per cent less, because some of its centres are close together and their islands already overlap.

The late lag differs too. In a square cell centred on an island, each coordinate has mean square b²/12, so ⟨d²⟩ = b²/6 = 1/(6n). The leading lag is ⟨d²⟩/(2r) = 1/(12nr), compared with 1/(2πnr) for random centres. Their ratio is π/6, about one half. Random centres leave some large gaps, which take longer to fill. Islands that repel one another, for example by depleting a shared supply of mobile atoms, would need their own empty-circle probability in place of the exponential in equation (3).

**What changes when nucleation continues**

Suppose instead that islands appear at a constant rate J per substrate area and per unit of growth length r, again at random. An island of present radius ρ exceeds height z at the chosen point if its centre lies in an area π(ρ² − z²). The expected number of such islands is

πJ ∫_z^r (ρ² − z²) dρ = (πJ/3)(r − z)²(r + 2z).   (21)

Starts on already covered substrate may be counted without error. If such a start lies at distance d from the centre of an older island of radius R > d, its later radius ρ keeps it within the older island, whose radius is then R + ρ > d + ρ. The lag is therefore

r − h = ∫₀^r exp[−(πJ/3)(r − z)²(r + 2z)] dz.   (22)

When Jr³ ≫ 1, heights near r dominate. With u = r − z, the exponent is approximately −πJru², and the Gaussian integral over u > 0 gives

r − h ≈ 1/(2√(Jr)).   (23)

This lag also vanishes, but as r^(−1/2) instead of r^(−1). Only islands that started within the first growth length u can reach above r − u, and their density is Ju. With n replaced by Ju, the first term of equation (12) gives a lag of order 1/(Jur). Setting this equal to u gives u of order 1/√(Jr). Equations (21) to (23) are derived here but were not part of the numerical tests. In both random models, a lag that remains constant in thick films points to something outside the model, such as a dead time before the first islands start. A delay fitted near the steepest part of the curve cannot by itself establish such a dead time.

Computed results

```
island density: 1.0e-04 per square angstrom
steady growth per cycle: 0.50 angstrom
a: 0.017725 per angstrom; 1/a: 56.419 angstrom
simulation: 300 boxes of side 1414.2 angstrom
100 cycles, thickness: simulated 19.6558 +/- 0.0872, formula 19.5197 angstrom
100 cycles, coverage: simulated 0.5468 +/- 0.0023, formula 0.5441 (fraction)
100 cycles, exposed area per substrate area: simulated 0.9615 +/- 0.0040, formula 0.9576 (ratio)
200 cycles, thickness: simulated 80.2174 +/- 0.1383, formula 80.0452 angstrom
200 cycles, coverage: simulated 0.9578 +/- 0.0010, formula 0.9568 (fraction)
200 cycles, exposed area per substrate area: simulated 1.2581 +/- 0.0095, formula 1.2538 (ratio)
300 cycles, thickness: simulated 138.4370 +/- 0.0828, formula 138.3611 angstrom
300 cycles, coverage: simulated 0.9992 +/- 0.0001, formula 0.9991 (fraction)
300 cycles, exposed area per substrate area: simulated 1.0907 +/- 0.0153, formula 1.0969 (ratio)
mean square distance to nearest centre: simulated 3163.1747 +/- 19.4400, formula 3183.0989 square angstrom
cycles | radius | coverage | thickness | lag | growth per cycle
(lengths in angstrom, coverage as a fraction)
   50 |    25.0 | 0.1783 | 3.029 | 21.971 | 0.1726
  100 |    50.0 | 0.5441 | 19.520 | 30.480 | 0.4788
  150 |    75.0 | 0.8292 | 48.159 | 26.841 | 0.6324
  200 |   100.0 | 0.9568 | 80.045 | 19.955 | 0.6269
  300 |   150.0 | 0.9991 | 138.361 | 11.639 | 0.5485
  400 |   200.0 | 1.0000 | 191.677 | 8.323 | 0.5230
 2000 |  1000.0 | 1.0000 | 998.406 | 1.594 | 0.5008
leading late lag at 2000 cycles: 1.5915 angstrom
peak lag at a*r = 0.92414 (dimensionless)
peak lag: radius 52.139 angstrom, 104.28 cycles
peak lag value: 30.525 angstrom
peak growth at a*r = 1.50198 (dimensionless)
peak growth: radius 84.740 angstrom, 169.48 cycles
thickness at peak growth: 60.610 angstrom
peak growth per cycle: 0.6424 angstrom
peak growth over steady growth: 1.2847 (ratio)
apparent delay: 75.13 cycles
apparent delay from computed curve: 75.13 cycles
apparent delay as a length: 37.563 angstrom = 70.984 bohr
square lattice: spacing 100.0, radius 50.0 angstrom
square lattice thickness: 26.180 angstrom
separate-island thickness: 26.180 angstrom
random-island thickness: 19.520 angstrom
thickness after 100 cycles: 19.520 angstrom = 36.887 bohr
```
